**Q.** I want a thin iron film on MgO to be magnetized along its normal. Magnetic anisotropy comes from spin-orbit coupling, and iron, magnesium and oxygen are all light. Surely a strong perpendicular anisotropy needs platinum, tantalum or some other heavy metal next to the iron?

**A.** The first half of your argument is right: without spin-orbit coupling, the electronic energy does not depend on the direction of the moment. The second half needs a comparison that you have not made. How large must the anisotropy be to count as strong?

**Q.** Large enough to win against the shape anisotropy, I suppose.

**A.** Yes. In a thin film magnetized along its normal, the demagnetizing field is $-4\pi M$ in Gaussian atomic units, and its energy density is $2\pi M^2$. Magnetized in the plane, a wide film has almost no such energy. Let each atom have moment $m$ Bohr magnetons and volume $v$. The Bohr magneton is $\alpha/2$ in these units, $\alpha$ being the fine-structure constant, so $M=m\alpha/(2v)$. The cost per atom is

$$e_s=2\pi M^2v=\frac{\pi\alpha^2m^2}{2v}.$$

I take round values: $m=2.2$ and a body-centred cubic cell of side $a=2.9$ angstrom with two atoms, so $v=a^3/2$. Converted to eV, this gives $e_s=0.000134$ eV per iron atom. An interface energy of 0.001 eV per interface atom would therefore outweigh the shape energy of several atomic layers.

**Q.** And how strong is the spin-orbit coupling of iron?

**A.** For an electron with potential energy $V(r)$, the coupling is $\xi\,\mathbf L\cdot\mathbf S$, with

$$\xi=\frac{\alpha^2}{2}\left\langle\frac1r\frac{dV}{dr}\right\rangle,\qquad \frac{dV}{dr}=\frac{Z-Q(r)}{r^2}.$$

Here $Q(r)$ is the number of electrons inside radius $r$, and the average is over the 3d shell. I evaluated it for a free iron atom in the 3d⁶4s² configuration, using a non-relativistic, spherically averaged Hartree-Fock density in the def2-TZVP basis. The result is $\xi=0.054$ eV. The field contains the nucleus and the Hartree repulsion of all electrons, including the 3d electron's repulsion from itself. It leaves out exchange and the coupling of the electron's spin to the orbital motion of the other electrons, so this is an estimate of size. I shall use the round value 0.05 eV. The 5d metals have more: several times as much in tantalum and roughly ten times as much in platinum.

**Q.** Then the anisotropy must be tiny. It goes as $\xi^2$, does it not?

**A.** It does in the problem below, at leading order. But $\xi^2$ must be divided by an energy, and that energy is set by the d levels near the Fermi level. With 0.3 eV, $\xi^2/0.3=0.008$ eV. That is some sixty times $e_s$, so there is room for sizeable numerical factors and cancellations. Whether anything survives them has to be calculated.

**Q.** What is the smallest calculation that could settle it?

**A.** One interface iron atom with five d orbitals per spin, embedded in a metal, and one oxygen directly above it. Let $z$ be the film normal and the Fe–O direction. The assumptions are these.

- Without oxygen, all five minority-spin orbitals lie at $\varepsilon_d$ and all five majority-spin orbitals at $\varepsilon_d-\Delta$. The spin axis $\mathbf n$ is set by the exchange field.
- The surrounding metal broadens every d orbital equally, with half-width $\Gamma$, and holds the chemical potential fixed. I count energies from it, at zero temperature.
- Oxygen p orbitals lie at $\varepsilon_p$. By symmetry, $p_z$ couples to $z^2$ with strength $V_\sigma$, and $p_x,p_y$ couple to $xz,yz$ with strength $V_\pi$.
- Spin-orbit coupling acts on the iron d orbitals alone.

The site is isotropic until oxygen is attached. This is deliberate: any anisotropy that appears must come from the Fe–O bond. A real bare iron surface has an anisotropy of its own, from missing neighbours, and the model leaves it out. It also leaves out correlation, strain, charge self-consistency and in-plane band dispersion. It can show that a heavy atom is unnecessary, but it cannot predict the value for a given sample.

**Q.** How do you get an energy for an atom that exchanges electrons with a metal?

**A.** From the grand potential. A single level $E$ contributes $\Omega=E$ if $E<0$ and zero otherwise, so $\partial\Omega/\partial E$ is its occupation. With the frequency integral taken symmetrically,

$$\frac{\partial\Omega}{\partial E}=\frac12+\int\frac{d\omega}{2\pi}\frac1{i\omega-E}=\frac12-\frac{\operatorname{sgn}E}{2}.$$

Integrating over $E$ and summing over levels gives $\Omega=-\int\frac{d\omega}{2\pi}\ln\det(i\omega-H)$, plus half the trace of $H$ and a constant. The trace does not depend on $\mathbf n$, because both the exchange and the spin-orbit terms are traceless.

Eliminating the metal's levels leaves a determinant for the site. Each d orbital acquires a self-energy. For a wide band of density $\rho_m$ coupled with strength $t$,

$$\Sigma=\rho_mt^2\int\frac{d\epsilon}{i\omega-\epsilon}=-i\Gamma\operatorname{sgn}\omega,\qquad \Gamma=\pi\rho_mt^2.$$

The determinant of the metal itself does not depend on $\mathbf n$. Hence, up to terms independent of direction,

$$\Omega(\mathbf n)=-\int\frac{d\omega}{2\pi}\ln\det\left[i\omega-h(\mathbf n)-\Sigma\right],$$

where $h$ is the matrix of the d and p orbitals. I define $K=\Omega(\mathbf x)-\Omega(\mathbf z)$, so $K>0$ means that the normal is preferred.

**Q.** Where does spin-orbit coupling enter?

**A.** Write $W=\xi\,\mathbf L\cdot\mathbf S$, and let $G$ be the d-orbital Green function without it. Then

$$\ln\det(G^{-1}-W)=\ln\det G^{-1}-\operatorname{Tr}GW-\tfrac12\operatorname{Tr}GWGW-\dots$$

Each d orbital couples to its own p orbital or to none, so $G$ is diagonal in the real d orbitals. It is also diagonal in spin along $\mathbf n$. In real orbitals the components of $\mathbf L$ are imaginary and antisymmetric, so their diagonal elements vanish, and with them the first-order term. The second-order term is

$$\Omega_2=\frac12\int\frac{d\omega}{2\pi}\operatorname{Tr}GWGW=-\frac12\sum_{ab,ss'}|W_{as,bs'}|^2P_{ab}^{ss'},$$

$$P_{ab}^{ss'}=-\int\frac{d\omega}{2\pi}\,G_a^s(i\omega)\,G_b^{s'}(i\omega).$$

Now take the spin axis along $\mathbf n$, with two perpendicular directions 1 and 2. For equal spins, $|W|^2=\frac{\xi^2}{4}|L^n_{ab}|^2$. For opposite spins the element is $\frac{\xi}{2}(L^1\mp iL^2)_{ab}$. Since $L^1$ and $L^2$ are both imaginary, the two pieces are out of phase and their squares add:

$$|W|^2=\frac{\xi^2}{4}\left(|L^1_{ab}|^2+|L^2_{ab}|^2\right)=\frac{\xi^2}{4}\left(\Lambda_{ab}-|L^n_{ab}|^2\right).$$

Here $\Lambda_{ab}$ is the sum over all three components, which does not depend on $\mathbf n$. The two orders of opposite spins contribute equally after relabelling $a$ and $b$. Therefore

$$\Omega_2(\mathbf n)=\text{const}-\frac{\xi^2}{8}\sum_{ab}|L^n_{ab}|^2\left(P^{\uparrow\uparrow}_{ab}+P^{\downarrow\downarrow}_{ab}-2P^{\uparrow\downarrow}_{ab}\right),$$

$$K=\frac{\xi^2}{8}\sum_{ab}\left(|L^z_{ab}|^2-|L^x_{ab}|^2\right)\left(P^{\uparrow\uparrow}_{ab}+P^{\downarrow\downarrow}_{ab}-2P^{\uparrow\downarrow}_{ab}\right).$$

Here $\downarrow$ is the minority spin.

**Q.** Which orbitals does each component of $\mathbf L$ connect?

**A.** With a common normalization, the orbitals are $\sqrt3xy$, $\sqrt3yz$, $\sqrt3xz$, $\frac{\sqrt3}{2}(x^2-y^2)$ and $\frac12(2z^2-x^2-y^2)$. The operator $L^z=-i\partial_\phi$ turns $\cos\phi$ into $\sin\phi$ and $\cos2\phi$ into $2\sin2\phi$, up to phases. So $|L^z|^2$ is 1 between $xz$ and $yz$, and 4 between $xy$ and $x^2-y^2$.

For the other component use $L^x=-i(y\partial_z-z\partial_y)$. The bracket acts as follows:

$$\tfrac12(2z^2-x^2-y^2)\to 2yz+yz=\sqrt3\,(\sqrt3yz),$$

$$\tfrac{\sqrt3}{2}(x^2-y^2)\to\sqrt3yz,\qquad \sqrt3xz\to\sqrt3xy.$$

So $|L^x|^2$ is 3 for the pair $yz,z^2$, and 1 for each of the pairs $yz,x^2-y^2$ and $xz,xy$. Each pair occurs twice in the double sum, which turns $\xi^2/8$ into $\xi^2/4$. The minority-spin part is

$$K_{\downarrow\downarrow}=\frac{\xi^2}{4}\left[P_{xz,yz}+4P_{xy,x^2-y^2}-3P_{yz,z^2}-P_{yz,x^2-y^2}-P_{xz,xy}\right].$$

If all the $P$ are equal, the bracket is $1+4-3-1-1=0$. That is the isotropic site without oxygen.

**Q.** So the anisotropy is an imbalance. What does $P$ measure?

**A.** Take two broadened levels without oxygen. For $\omega>0$, $G_a=1/(i\omega-\varepsilon_a+i\Gamma)$, and partial fractions give

$$G_aG_b=\frac{G_a-G_b}{\varepsilon_a-\varepsilon_b}.$$

The integral of $G_a$ over $d\omega/2\pi$ is $n_a-\frac12$, where $n_a$ is the occupation. Hence

$$P_{ab}=\frac{n_b-n_a}{\varepsilon_a-\varepsilon_b},\qquad n_a=\frac12-\frac1\pi\arctan\frac{\varepsilon_a}{\Gamma}.$$

Since $-dn/d\varepsilon=\rho(\varepsilon)=\frac{\Gamma/\pi}{\varepsilon^2+\Gamma^2}$, $P_{ab}$ is the mean of $\rho$ over the interval between the two levels. It is large when both lie near the Fermi level, and it stays finite when they coincide. With $\Gamma=0.3$ eV and levels at 0.1 and 0.6 eV, it is 0.50 per eV. With both at 0.1 eV, it is 0.95 per eV.

**Q.** Oxygen has no spin-orbit coupling in your model. How can it change any of this?

**A.** By moving the iron levels. Eliminating the p orbital gives, for $\omega>0$,

$$G_a^{-1}=i\omega-\varepsilon_d+i\Gamma-\frac{V_a^2}{i\omega-\varepsilon_p}$$

for the minority spin. Before broadening, this is a two-level problem. Its antibonding level and the d weight of that level are

$$E_a=\frac{\varepsilon_d+\varepsilon_p}{2}+\sqrt{\left(\frac{\varepsilon_d-\varepsilon_p}{2}\right)^2+V_a^2},\qquad w_a=\frac{(E_a-\varepsilon_p)^2}{(E_a-\varepsilon_p)^2+V_a^2}.$$

I choose round parameters: $\varepsilon_d=0.1$, $\Gamma=0.3$, $\Delta=2.5$, $\varepsilon_p=-4$, $V_\sigma=1.5$ and $V_\pi=0.7$, all in eV. The half-width stands for a narrow interface resonance; the d band of bulk iron is several eV wide. The site then carries a d moment of about 3.2 Bohr magnetons, more than the film average used in $e_s$. For $z^2$,

$$E=-1.95+\sqrt{2.05^2+1.5^2}=0.59\ \text{eV},$$

with d weight 0.90. The $xz,yz$ pair moves less, to 0.22 eV, with weight 0.97. The orbitals $xy$ and $x^2-y^2$ stay at 0.1 eV.

The $z^2$ level has moved away from the Fermi level. This reduces $P_{yz,z^2}$, which carries the largest coefficient favouring the plane.

**Q.** Is the reduction large enough to matter?

**A.** I computed the $P$ integrals with the oxygen term in $G$, by Gauss-Legendre quadrature over imaginary frequency. The prefactor is $\xi^2/4=0.000625$ eV². The minority-spin terms are:

| Pair | Coefficient | $P$ (1/eV) | Part of $K$ (eV) |
|---|---:|---:|---:|
| $xz,yz$ | +1 | 0.671 | +0.00042 |
| $xy,x^2-y^2$ | +4 | 0.955 | +0.00239 |
| $yz,z^2$ | −3 | 0.361 | −0.00068 |
| $yz,x^2-y^2$ | −1 | 0.814 | −0.00051 |
| $xz,xy$ | −1 | 0.814 | −0.00051 |

They add up to $+0.00111$ eV. The majority-spin pairs contribute $-0.00001$ eV and the opposite-spin pairs $+0.00021$ eV. The second-order total is $K=0.00131$ eV per interface iron atom.

**Q.** The largest term is $xy,x^2-y^2$, and oxygen does not touch either orbital. Is oxygen really responsible?

**A.** Compare with the site without oxygen. There every minority $P$ is 0.955 per eV, so the $xy,x^2-y^2$ term is the same $+0.00239$ eV, but the others cancel it. The $yz,z^2$ term alone is then $-3\times0.000625\times0.955=-0.00179$ eV. Oxygen weakens it to $-0.00068$ eV, a gain of $0.00111$ eV. The $xz,yz$ term loses $0.00018$ eV, and the last two terms gain $0.00009$ eV each. These last changes cancel to the digits shown. So oxygen acts chiefly by removing an in-plane contribution that had balanced a perpendicular one.

**Q.** Second order may not be enough when levels coincide at the Fermi level.

**A.** Here it is nearly enough. Keeping $\xi\,\mathbf L\cdot\mathbf S$ inside the determinant and integrating the difference of the two logarithms numerically gives $K=0.00128$ eV. The second-order value is 2.5% above this. Doubling $\xi$ multiplies the full $K$ by 3.84 instead of 4, so the $\xi^2$ law is good but not perfect at this strength.

All values of $K$ from here on come from the full determinant. With $V_\pi=0$, $K$ is 0.00104 eV. With $V_\sigma=0$, it is 0.00031 eV. The σ bond is the stronger cause, and the two effects are not quite additive.

**Q.** What does 0.00128 eV mean for a film?

**A.** There is one interface iron atom per area $a^2$, so

$$\frac{K}{a^2}=\frac{0.00128\ \text{eV}}{(2.9\ \text{angstrom})^2}=1.52\times10^{-4}\ \text{eV/angstrom}^2,$$

or about 2.4 mJ/m². Suppose one interface supplies this energy, the other supplies none, and every layer costs $e_s$. The layers are $a/2=1.45$ angstrom apart, so the normal is preferred up to a thickness

$$t_c=\frac{K}{e_s}\frac a2=\frac{0.00128}{0.000134}\times1.45\approx14\ \text{angstrom}.$$

You can also ask how little spin-orbit coupling would do. For a film of $N$ layers, the $\xi^2$ law gives

$$\xi_{\min}=\xi\sqrt{\frac{Ne_s}{K}}.$$

With $N=4$, this is $0.05\sqrt{4\times0.000134/0.00128}\approx0.032$ eV, below the iron value. A larger $\xi$ could raise the anisotropy, but with these parameters the threshold is passed without it. That depends on the narrow levels: with $\Gamma=0.8$ eV, treated below, $K$ pays for only about two layers.

**Q.** Then does an Fe–O bond always favour the normal?

**A.** No. Consider a weak σ bond that raises $z^2$ by a small $s=V_\sigma^2/(\varepsilon_d-\varepsilon_p)$, and neglect its small loss of d weight. The mean of $\rho$ between $\varepsilon_d$ and $\varepsilon_d+s$ is $\rho(\varepsilon_d)+\frac s2\rho'(\varepsilon_d)$. Of the minority terms, just $-3P_{yz,z^2}$ changes, so

$$K_{\downarrow\downarrow}\simeq-\frac{3\xi^2}{8}s\,\rho'(\varepsilon_d)=\frac{3\xi^2}{4\pi}\,\frac{s\,\Gamma\,\varepsilon_d}{(\varepsilon_d^2+\Gamma^2)^2}.$$

Where this formula holds, the sign of the minority part is the sign of $\varepsilon_d$. If the resonance lies above the Fermi level, oxygen pushes $z^2$ away from it and the normal gains. If it lies below, oxygen pushes $z^2$ towards it and the plane gains. The formula can give the wrong sign very close to $\varepsilon_d=0$ and also far above the Fermi level, because the neglected transfer of d weight to the bonding level is then no longer the smaller effect.

**Q.** Does the reversal survive with the strong bond?

**A.** It does, but the change of sign no longer sits at the Fermi level. With everything else unchanged, $K$ is still $+0.00086$ eV at $\varepsilon_d=-0.1$ eV, and it changes sign near $-0.24$ eV. The strong bond can carry $z^2$ through the Fermi level and farther out on the other side. Lower positions of the resonance do favour the plane. At $\varepsilon_d=-0.4$ eV, $K=-0.00054$ eV, and at $-0.8$ eV, $K=-0.00026$ eV. The two-level formula explains the direction. In the first case $z^2$ moves from $-0.4$ to about $0.14$ eV, and in the second from $-0.8$ to about $-0.21$ eV. In both, it ends closer to the Fermi level than it began. The mean density over the interval is then higher than at its starting point, which strengthens the in-plane term.

Going upward does not help without limit either. At $\varepsilon_d=+0.4$ eV, $K$ is still positive but has fallen to 0.00046 eV. The density $\rho(\varepsilon_d)$, which sets the scale of all the minority terms before oxygen shifts them, has dropped from 0.95 to 0.38 per eV. With $\Delta$ held fixed, $K$ even turns negative between about 1.0 and 2.4 eV, where the majority-spin and opposite-spin parts outweigh the shrinking minority part.

**Q.** And if the iron levels are broader than you assumed?

**A.** Then the effect weakens quickly. With $\varepsilon_d=0.1$ eV again, $K$ is 0.00128, 0.00062 and 0.00027 eV for $\Gamma=0.3$, 0.5 and 0.8 eV. The reason can be seen for levels close to the Fermi level compared with $\Gamma$:

$$\rho(\varepsilon)\simeq\frac1{\pi\Gamma}\left(1-\frac{\varepsilon^2}{\Gamma^2}\right).$$

The first term is common to all pairs and cancels in the bracket. In this limit the part due to level shifts therefore falls as $\Gamma^{-3}$. The limit is not reached here, since the $z^2$ level lies at 0.59 eV, and the opposite-spin pairs and the loss of d weight add parts that fall more slowly over this range of $\Gamma$. From $\Gamma=0.3$ to 0.8 eV the computed $K$ falls by a factor of 4.8, much less than $\Gamma^{-3}$ would give, but more than the factor of 2.7 from the estimate $\xi^2/\Gamma$. At $\Gamma=0.8$ eV, $K$ still exceeds $e_s$, but only by a factor of about two.

The bond strength matters more gently. With $V_\pi=0.7$ eV and $\Gamma=0.3$ eV, $K$ rises from 0.00048 eV at $V_\sigma=0.5$ eV to 0.00156 eV at $V_\sigma=2$ eV.

**Q.** So I should replace "a heavy metal is required" by what?

**A.** By two questions about the interface: which d levels lie near the Fermi level, and which way does bonding move them? Spin-orbit coupling is indispensable, and a heavy neighbour is one possible way to have more of it. But an Fe–O bond can expose a perpendicular anisotropy that iron's own coupling is strong enough to supply, as it does here, where a fairly narrow minority resonance lies just above the Fermi level and bonding moves its $z^2$ level farther away. Whether a particular Fe/MgO interface resembles this case, and what its missing neighbours, strain and band dispersion add, must be found from a calculation or measurement of that interface.
